# Wilson hopping expansion: no backtracking, and critical values 1/8 and 1/4

**Question**

I am trying to understand the hopping-parameter expansion for Wilson fermions in four dimensions. I can write the propagator as a geometric series, but three things are unclear to me.

1. Why does the choice \(r=1\) remove paths that step forward and immediately back?
2. For free quarks I find a critical hopping parameter \(\kappa_c=1/8\), from eight neighbours. At strong coupling the value is supposed to be \(1/4\). The lattice still has eight neighbours, so where does the factor of two come from?
3. If the series is controlled by \(8\kappa<1\), how can I use it up to \(\kappa=1/4\)?

**Answer**

The two critical values answer different questions. For free fields one adds the amplitudes of a single quark. At strong coupling, with \(r=1\) and many colours, the quark and antiquark in a meson must follow the same path, so one adds squared amplitudes. The absence of backtracking makes the second sum easy.

**The expansion**

Set the lattice spacing to 1 and use hermitian Euclidean matrices with \(\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}\). With bare mass \(m_0\), the Wilson operator is

\[
(m_0+4r)\psi(x)-\tfrac12(H\psi)(x),
\]

\[
(H\psi)(x)=\sum_\mu\Big[(r-\gamma_\mu)U_\mu(x)\psi(x+\hat\mu)+(r+\gamma_\mu)U_\mu^\dagger(x-\hat\mu)\psi(x-\hat\mu)\Big].
\]

Dividing by \(m_0+4r\), which rescales the field, gives

\[
D=1-\kappa H,\qquad \kappa=\frac{1}{2m_0+8r}.
\]

The propagator is therefore

\[
S=D^{-1}=\sum_{n=0}^{\infty}\kappa^nH^n,\qquad
S(x,y)=\sum_{w:x\to y}\kappa^{L}P_wU_w .
\]

Here \(w\) is a path of \(L\) steps, \(P_w\) is the ordered product of its spin factors and \(U_w\) that of its links.

To see when the series converges at \(r=1\), let \(V_\mu\) be the unitary operator that shifts by one site and multiplies by the link. With the projectors \(Q_\mu^\pm=(1\pm\gamma_\mu)/2\),

\[
H=2\sum_\mu W_\mu,\qquad W_\mu=Q_\mu^-V_\mu+Q_\mu^+V_\mu^\dagger .
\]

The projectors commute with \(V_\mu\), and \(Q_\mu^-Q_\mu^+=0\), so \(W_\mu W_\mu^\dagger=Q_\mu^-+Q_\mu^+=1\). Each \(W_\mu\) is unitary, and four of them give \(\|H\|\le 8\). The series thus converges in any gauge field if \(|\kappa|<1/8\). This is a sufficient condition; a particular field may allow more. For the random SU(3) field in the numerical output, the norm is 6.90, which guarantees convergence up to \(\kappa=0.145\). Convergence is decided by the spectral radius of \(H\), which can lie well below the norm. In that field the error of the series at \(\kappa=0.10\) falls by a factor of about 100 every five orders, a ratio of 0.40 per order, so the terms \(H^n\) acting on the source grow roughly as \(4^n\).

**Why \(r=1\) forbids backtracking**

A step along a link followed at once by its reverse contains

\[
(r-\gamma_\mu)(r+\gamma_\mu)\,U_\mu U_\mu^\dagger=r^2-\gamma_\mu^2=r^2-1 .
\]

The opposite order gives the same result. At \(r=1\) the two factors are proportional to complementary projectors, and their product is zero. Since they stand next to each other in \(P_w\), any longer path containing such a reversal also vanishes.

Summing over the eight possible first steps, the diagonal block of \(H^2\) is \(8(r^2-1)\), provided the lattice is long enough that two steps cannot wrap around it. For \(r=0.5\) this is \(8(0.25-1)=-6\), as found numerically; for \(r=1\) it is zero to rounding.

Closed loops such as a plaquette remain allowed. What disappears is an excursion that retraces its own links, because its tip contains an immediate reversal. A meson vertex can change this: inserting \(\gamma_5\) at the turning point gives

\[
(1-\gamma_\mu)\gamma_5(1+\gamma_\mu)=\gamma_5(1+\gamma_\mu)^2=2\gamma_5(1+\gamma_\mu)\ne0 .
\]

So a quark line may turn back at a pion source or sink, which matters below. From here on \(r=1\).

**Free quarks: \(\kappa_c=1/8\)**

Set every link to 1. On a plane wave \(e^{ip\cdot x}\),

\[
H(p)=\sum_\mu\big[(1-\gamma_\mu)e^{ip_\mu}+(1+\gamma_\mu)e^{-ip_\mu}\big]
=\sum_\mu(2\cos p_\mu-2i\gamma_\mu\sin p_\mu).
\]

At zero momentum \(H(0)=8\), so \(D(0)=1-8\kappa\) vanishes at \(\kappa_c=1/8\).

To confirm that this is where the mass vanishes, set the spatial momentum to zero and \(p_4=iE\). Since \(\cos(iE)=\cosh E\) and \(\sin(iE)=i\sinh E\),

\[
H=6+2\cosh E+2\gamma_4\sinh E .
\]

The eigenvalues of \(\gamma_4\) are \(\pm1\), so those of \(H\) are \(6+2e^{\pm E}\). The propagator has a pole when \(1=\kappa(6+2e^{\pm E})\). For \(0<\kappa<1/8\) the positive solution is

\[
m_q=\ln\frac{1-6\kappa}{2\kappa}=\ln(1+m_0).
\]

At \(\kappa=0.10\) this is \(\ln(0.4/0.2)=\ln2=0.693\), and it falls to zero as \(\kappa\to1/8\).

**Strong coupling: which quantity becomes critical?**

Now set the inverse gauge coupling \(\beta\) to zero. The links are then independent random group elements, distributed with the invariant (Haar) measure apart from the effect of the quark determinant. An isolated quark propagator is not gauge invariant, so "critical" must refer to a hadron. I take the pion made of two different flavours, and the limit of many colours, \(N\to\infty\), at a fixed number of flavours. Quark loops from the determinant are then suppressed and drop out at leading order.

Conjugation with \(\gamma_5\) exchanges \(1-\gamma_\mu\) and \(1+\gamma_\mu\), so \(\gamma_5H\gamma_5=H^\dagger\). Consequently \(\gamma_5S(y,x)\gamma_5=S(x,y)^\dagger\). Up to the overall sign convention, the pion correlator per colour is

\[
C(x,y)=\frac1N\big\langle\mathrm{tr}\,[\gamma_5S(x,y)\gamma_5S(y,x)]\big\rangle
=\frac1N\big\langle\mathrm{tr}\,[S(x,y)S(x,y)^\dagger]\big\rangle .
\]

Inserting the path sum twice gives

\[
C(x,y)=\sum_{w,w'}\kappa^{L+L'}\,\mathrm{Tr}(P_wP_{w'}^\dagger)\,
\Big\langle\frac1N\mathrm{tr}\,U_wU_{w'}^\dagger\Big\rangle ,
\]

where \(\mathrm{Tr}\) acts on spin.

The last factor is a Wilson loop. If its links cancel completely by repeated use of \(UU^\dagger=1\), it equals 1. Otherwise its average tends to zero as \(N\to\infty\); this property of independent Haar matrices, called asymptotic freeness, is used here without proof, as is the suppression of quark loops stated above. A simple example is \(UVU^\dagger V^\dagger\) with independent \(U,V\). Averaging over \(U\) replaces \(UVU^\dagger\) by \((\mathrm{tr}V)/N\), and \(\langle|\mathrm{tr}V|^2\rangle=1\), so the normalized trace averages to \(1/N^2\).

Neither \(w\) nor \(w'\) contains a reversal. Cut the loop open at \(x\): the only place where cancellation can start is \(y\), where the last link of \(w\) meets the last link of \(w'\) reversed. They must be the same link in the same direction. Remove them and repeat the argument. Complete cancellation requires \(w'=w\), so

\[
C(x,y)=\sum_{w:x\to y}\kappa^{2L}\,\mathrm{Tr}(P_wP_w^\dagger).
\]

**The weight of one path**

Write each spin factor as \(2Q_i\), where \(Q_i\) is a projector of rank 2. Then

\[
\mathrm{Tr}(P_wP_w^\dagger)=4^L\,\mathrm{Tr}(Q_1Q_2\cdots Q_LQ_L\cdots Q_2Q_1).
\]

Use \(Q_L^2=Q_L\) and work outwards. There are three cases for \(Q_{L-1}Q_LQ_{L-1}\):

- A straight continuation has \(Q_L=Q_{L-1}\) and gives \(Q_{L-1}\).
- A reversal has \(Q_{L-1}Q_L=0\) and gives zero.
- A corner gives \(\tfrac12Q_{L-1}\). Here \(Q_L=(1\mp\gamma_\nu)/2\), with \(\nu\) different from the previous direction. The \(\gamma_\nu\) term drops out because \(Q_{L-1}\gamma_\nu Q_{L-1}=\gamma_\nu(1-Q_{L-1})Q_{L-1}=0\).

The final trace is \(\mathrm{Tr}\,Q_1=2\). A path with \(c\) corners and no reversal therefore has weight \(2\cdot4^L\cdot2^{-c}\).

There are eight first steps. Each later step has one straight continuation of relative weight 1 and six corners of relative weight 1/2, a total of \(1+6/2=4\). Hence

\[
\sum_{|w|=L}\mathrm{Tr}(P_wP_w^\dagger)=8\cdot2\cdot4^L\cdot4^{L-1}=4\cdot16^L .
\]

For \(L=2\), the 8 straight paths have weight 32 and the 48 paths with a corner have weight 16: \(256+768=1024\). Enumeration of all 64 two-step words gives the same sum, with 56 survivors.

Summing over all endpoints gives the correlator at zero momentum,

\[
C(0)=4\sum_{L=0}^{\infty}(16\kappa^2)^L=\frac{4}{1-16\kappa^2},
\]

which diverges at \(\kappa_c=1/4\).

**Is this really a massless pion?**

Give the pair momentum \(q\) along time. Adding one step to a path acts on a spin matrix \(X\) as

\[
T_q(X)=\sum_A e^{iq\,\Delta t_A}AXA ,
\]

where \(A\) runs over the eight factors \(1\mp\gamma_\mu\), and \(\Delta t_A\) is \(\pm1\) for steps in time and 0 otherwise. With \(A^2=2A\), and with \(c=\cos q\), \(s=\sin q\) from here on,

\[
T_q(1)=12+4c-4is\,\gamma_4,\qquad T_q(\gamma_4)=4c\,\gamma_4-4is .
\]

In the second relation the spatial steps vanish because \((1\mp\gamma_k)\gamma_4(1\mp\gamma_k)=\gamma_4(1\pm\gamma_k)(1\mp\gamma_k)=0\). The time steps give \((1\mp\gamma_4)\gamma_4(1\mp\gamma_4)=2\gamma_4\mp2\), which is then summed with the phases \(e^{\pm iq}\).

The sum over all lengths obeys \(X=1+\kappa^2T_q(X)\). Put \(X=a+b\gamma_4\) and compare coefficients:

\[
a=1+\kappa^2[(12+4c)a-4is\,b],\qquad b=\kappa^2[4c\,b-4is\,a].
\]

The second equation gives \(b=-4i\kappa^2s\,a/(1-4\kappa^2c)\). Substitution into the first yields

\[
C(q)=4a=\frac{4(1-4\kappa^2c)}{\Delta},
\]

\[
\begin{aligned}
\Delta&=(1-12\kappa^2-4\kappa^2c)(1-4\kappa^2c)+16\kappa^4s^2\\
&=1-12\kappa^2+16\kappa^4-8\kappa^2(1-6\kappa^2)c ,
\end{aligned}
\]

where \(c^2+s^2=1\) was used. A particle of mass \(m_\pi\) is a pole at \(q=im_\pi\), where \(c=\cosh m_\pi\). Setting \(\Delta=0\) and subtracting 1 from \(\cosh m_\pi\) leaves the numerator \(1-20\kappa^2+64\kappa^4\), which factorizes:

\[
\cosh m_\pi=1+\frac{(1-16\kappa^2)(1-4\kappa^2)}{8\kappa^2(1-6\kappa^2)},\qquad 0<\kappa<\tfrac14 .
\]

The mass vanishes at \(\kappa=1/4\). At \(\kappa=0.20\), for example, \(\cosh m_\pi=1+0.3024/0.2432=2.243\), so \(m_\pi=1.447\). Masses read from the decay of the summed paths agree with the formula:

| \(\kappa\) | \(m_\pi\) | \(C(0)\) |
|---|---|---|
| 0.10 | 3.153 | 4.76 |
| 0.15 | 2.238 | 6.25 |
| 0.20 | 1.447 | 11.11 |
| 0.24 | 0.622 | 51.02 |

Near the critical point, \(\cosh m_\pi-1\approx m_\pi^2/2\). The remaining factors at \(\kappa=1/4\) are \((3/4)/(5/16)=12/5\), so \(m_\pi^2\approx4.8(1-16\kappa^2)\). To first order \(1-16\kappa^2\) and \(1/(2\kappa)-2\) both equal \(2(1-4\kappa)\), hence

\[
m_\pi^2\approx4.8\left(\frac1{2\kappa}-2\right).
\]

The squared pion mass is linear in the distance of the bare mass \(m_0=1/(2\kappa)-4\) from its critical value, \(-2\). For the free quark the critical bare mass is 0, and the mass itself is linear.

No other meson made of these locked pairs becomes singular earlier at zero momentum. The map \(T_0\) preserves positivity and \(T_0(1)=16\). A hermitian \(X\) lies between \(-\|X\|\) and \(\|X\|\), so \(T_0^n(X)\) lies between \(\mp16^n\|X\|\), and no eigenvalue can exceed 16 in size. The next eigenvalue is 12; at \(\kappa=1/4\) its series has ratio \(12/16=3/4\) and still converges.

**Why 1/8 becomes 1/4**

For a free quark all spin amplitudes of length \(L\) add up to \(H(0)^L=8^L\), which gives \(8\kappa_c=1\). For the strongly coupled pair, different paths do not interfere. The sum is \(4\cdot16^L\) with a factor \(\kappa^{2L}\), which gives \(16\kappa_c^2=1\).

The dimension dependence shows the same thing. In \(d\) dimensions \(H(0)=2d\), while \(T_0(1)=\sum_A2A=4d\). Therefore

\[
\kappa_c^{\rm free}=\frac1{2d},\qquad \kappa_c^{\rm strong}=\frac1{2\sqrt d}.
\]

They coincide at \(d=1\). On an infinite line there is one path without reversals between two points, so there is no interference to lose.

**Using the series beyond 1/8**

The bound \(|\kappa|<1/8\) guarantees convergence in every gauge field, including the free one. At strong coupling I averaged each coefficient first, took \(N\to\infty\), and then summed. The averaged pion series at zero momentum has radius of convergence \(1/4\).

This can be tested without expanding in paths. At leading order in large \(N\), the lattice at \(\beta=0\) may be replaced by one periodic site with one random unitary matrix per direction, since a word of steps still contributes only if it cancels completely. Direct inversion with 150 colours at \(\kappa=0.20\) gives \(C(0)=10.94\pm0.09\), against 11.11 from the formula, and \(C(q=1)=8.73\pm0.05\), against 8.82. Both lie about two standard errors low. They use the same random matrices, so these are not independent deviations, and the data do not separate statistical scatter from finite-\(N\) corrections. The agreement is at the level of 2%.

The value \(1/4\) holds under the stated conditions: \(r=1\), \(\beta=0\) and leading order in large \(N\). For three colours, loops that do not cancel completely can contribute. For \(\beta>0\), the links are no longer independent. For \(r\ne1\), each quark line acquires backtracking excursions, and the argument that forced \(w'=w\) no longer applies.

## Table of computed values

```
All quantities in lattice units (a = 1); r = 1 unless stated
Random SU(3) field, 3^4 lattice: norm of H = 6.9038 (bound 8)
Series at kappa = 0.10, unit source, error norm:
  through order  5: 4.366e-03
  through order 10: 4.478e-05
  through order 20: 4.865e-09
  through order 40: 2.437e-16
Diagonal of H^2, r = 1.0: largest entry 8.6e-16
Diagonal of H^2, r = 0.5: -6.0000
Free field: spectral radius of H = 8.000000
Free field: critical kappa = 0.125000
Free quark mass at kappa = 0.10: inverse 0.693147, formula 0.693147
Words: length, all, surviving, sum Tr PP^dagger, summed amplitude
  1      8      8         64       8
  2     64     56       1024      64
  3    512    392      16384     512
  4   4096   2744     262144    4096
Eigenvalues of the pair map at zero momentum:
  16 12 12 12 12 8 8 8 8 8 8 4 4 4 4 0
Strong coupling: critical kappa = 0.250000
Pion: kappa, mass from walk, mass from formula, C(q=0) per colour
  0.10  3.152910  3.152910  4.76190
  0.15  2.237980  2.237980  6.25000
  0.20  1.447304  1.447304  11.11111
  0.24  0.622498  0.622498  51.02041
m^2/(1/(2 kappa) - 2) at kappa = 0.2499: 4.7984
Random unitary links: 150 colours, 12 samples, kappa = 0.20
  C(q=0.0) = 10.942 +- 0.088, formula 11.111
  C(q=1.0) = 8.727 +- 0.045, formula 8.822
  spectral radius of H in one sample = 4.078
```
